# The Feynman parameter formula for powers with positive real part

A virtual particle going round a loop can exchange momentum with several external lines. Between these exchanges it carries different momenta, and each stretch contributes a propagator. With Euclidean momenta, three such stretches might give the denominators

$$
(k+p)^2+m^2,\qquad (k+q)^2+m^2,\qquad k^2+m^2 ,
$$

where $k$ is the loop momentum, $p$ and $q$ are fixed by the external momenta, and $m$ is the mass. Their product depends on the angles between $k$ and two fixed vectors, which makes the integral over $k$ awkward. If the product could be replaced by a power of one denominator, a shift of $k$ would remove those angles. The Feynman parameter formula makes this replacement at the price of integrals over a few bounded variables.

## 1. Formula and conventions

Let $A_1,\ldots,A_n$ be the denominators, with $n\ge2$, and let $\nu_1,\ldots,\nu_n$ be their powers. Define

$$
\nu=\sum_{i=1}^n\nu_i,\qquad D(x)=\sum_{i=1}^n x_iA_i .
$$

The formula is

$$
\boxed{\;
\prod_{i=1}^n\frac1{A_i^{\nu_i}}
=\frac{\Gamma(\nu)}{\prod_i\Gamma(\nu_i)}
\int_{\mathcal S}d^{n-1}x\;
\frac{\prod_i x_i^{\nu_i-1}}{D(x)^\nu}\;}
\tag{1}
$$

The region $\mathcal S$ is the simplex $x_i\ge0$, $\sum_i x_i=1$. The measure is $dx_1\cdots dx_{n-1}$, with $x_n=1-x_1-\cdots-x_{n-1}$. It is the same as $d^nx\,\delta(1-\sum_i x_i)$, because $x_n$ enters the delta function with a coefficient of magnitude one.

Two conditions are assumed.

- Every power satisfies $\operatorname{Re}\nu_i>0$. The powers may be non-integer or complex.
- All $A_i$ lie in one open half-plane of the complex plane, bounded by a line through the origin. Non-integer powers are taken with one logarithm that is continuous on that half-plane.

Positive Euclidean denominators satisfy the second condition, and so do propagator denominators that all carry $+i\epsilon$ with $\epsilon>0$. For unit powers, $\nu=n$ and the prefactor is $(n-1)!$.

## 2. One denominator as an exponential

The Gamma function is defined for $\operatorname{Re}a>0$ by

$$
\Gamma(a)=\int_0^\infty du\,u^{a-1}e^{-u}.
$$

For $A>0$, set $u=sA$. Then $du=A\,ds$ and $u^{a-1}=A^{a-1}s^{a-1}$, so the right side acquires a factor $A^a$. Dividing by $A^a\Gamma(a)$ gives the Schwinger representation

$$
\frac1{A^a}=\frac1{\Gamma(a)}
\int_0^\infty ds\,s^{a-1}e^{-sA}.
\tag{2}
$$

It also holds for complex $A$ with $\operatorname{Re}A>0$. The integral converges uniformly for $\operatorname{Re}A\ge\eta$ with any fixed $\eta>0$, so it is analytic in the right half-plane. The principal power $A^{-a}$ is analytic there too. The two functions agree on the positive real axis and therefore throughout the half-plane.

The use of (2) is that a product of exponentials is the exponential of a sum, so the denominators are added instead of multiplied.

## 3. Combining the denominators

Assume first that $\operatorname{Re}A_i>0$ for every $i$. Applying (2) to each factor gives

$$
\prod_i\frac1{A_i^{\nu_i}}
=\frac1{\prod_i\Gamma(\nu_i)}
\int_0^\infty ds_1\cdots\int_0^\infty ds_n
\left(\prod_i s_i^{\nu_i-1}\right)
e^{-\sum_i s_iA_i}.
\tag{3}
$$

The absolute value of the integrand is a product of factors $s_i^{\operatorname{Re}\nu_i-1}e^{-s_i\operatorname{Re}A_i}$. Each has a finite integral: the condition on $\nu_i$ controls $s_i\to0$, and the condition on $A_i$ controls $s_i\to\infty$. The multiple integral is thus absolutely convergent, and its variables may be changed and integrated in any order.

Now separate the total $\lambda=\sum_i s_i$ from the shares $x_i=s_i/\lambda$:

$$
s_i=\lambda x_i\quad(i<n),\qquad
s_n=\lambda\left(1-\sum_{j<n}x_j\right).
$$

The total runs from zero to infinity and the shares cover the simplex.

For the Jacobian, take the new variables in the order $x_1,\ldots,x_{n-1},\lambda$. For $i<n$, row $i$ of the matrix of derivatives has $\lambda$ in column $i$, $x_i$ in the last column, and zeros elsewhere. The last row is $(-\lambda,\ldots,-\lambda,\,1-\sum_{j<n}x_j)$. Adding all the other rows to it leaves the determinant unchanged and turns it into $(0,\ldots,0,1)$. The matrix is then upper triangular, and

$$
ds_1\cdots ds_n=\lambda^{n-1}\,d\lambda\,dx_1\cdots dx_{n-1}.
$$

The power factors in (3) become

$$
\prod_i(\lambda x_i)^{\nu_i-1}
=\lambda^{\nu-n}\prod_i x_i^{\nu_i-1}.
$$

Together with the Jacobian, the power of $\lambda$ is $(\nu-n)+(n-1)=\nu-1$. The exponent is $-\lambda\sum_i x_iA_i=-\lambda D$. Hence

$$
\prod_i\frac1{A_i^{\nu_i}}
=\frac1{\prod_i\Gamma(\nu_i)}
\int_{\mathcal S}d^{n-1}x\,\prod_i x_i^{\nu_i-1}
\int_0^\infty d\lambda\,\lambda^{\nu-1}e^{-\lambda D}.
\tag{4}
$$

The $x_i$ are non-negative and add to one, so $D$ is a weighted average and $\operatorname{Re}D\ge\min_i\operatorname{Re}A_i>0$. Equation (2), with $A=D$ and $a=\nu$, gives $\Gamma(\nu)/D^\nu$ for the inner integral. Inserting this in (4) proves (1) for the right half-plane.

A Feynman parameter is therefore the share of one propagator in the total Schwinger parameter.

## 4. Other half-planes and the choice of branch

If the denominators lie in another half-plane, an angle $\theta$ exists such that

$$
A_i=e^{i\theta}B_i,\qquad \operatorname{Re}B_i>0 .
$$

Formula (1) holds for the $B_i$. Define the logarithm on the original half-plane by $\log A=i\theta+\operatorname{Log}B$, where $\operatorname{Log}$ is the principal logarithm. The left side of (1) then acquires the factor $\prod_i e^{-i\theta\nu_i}=e^{-i\theta\nu}$. On the right, $D=e^{i\theta}\sum_i x_iB_i$, so $D^{-\nu}$ acquires the same factor. The formula is unchanged.

For $+i\epsilon$ denominators, $\theta=\pi/2$. Their arguments lie between $0$ and $\pi$, where the principal logarithm is continuous, so standard complex power routines apply. The real parts may have opposite signs. For

$$
A_1=-1+0.2i,\quad A_2=3+0.2i,\quad
\nu_1=1,\quad \nu_2=1.5,
$$

both sides of (1) evaluate to $-0.18719-0.01832i$. The real part of $D$ is $3-4x_1$ and vanishes at $x_1=3/4$, but its imaginary part stays at $0.2$.

In the left half-plane the principal logarithm jumps across the negative real axis. Take two denominators with moduli $1$ and $2$, arguments $+2.5$ and $-2.5$ rad, and powers $1/2$. Principal roots give the product $+0.70711$, whereas the right side of (1), which is the parameter integral times the prefactor $\Gamma(1)/\Gamma(1/2)^2=1/\pi$, gives $-0.70711$. The right side needs no choice of branch here, because $\nu=1$ and $D$ enters only as $1/D$. A continuous logarithm assigns the second denominator the argument $2\pi-2.5$. The arguments then add to $2\pi$, and the power $-1/2$ produces $e^{-i\pi}=-1$, in agreement with the integral. For integer powers the choice of branch has no effect.

Without the half-plane condition, $D$ can vanish inside the integration region. For $A_1=1$, $A_2=-1$ and unit powers, $D=2x_1-1$. The integral of $1/D^2$ diverges at $x_1=1/2$, although the product on the left is $-1$.

## 5. Check with two denominators

Write $A,B$ for the denominators, $a,b$ for their powers, and $x$ for the parameter multiplying $A$. Then

$$
D=xA+(1-x)B,\qquad \frac{dD}{dx}=A-B .
$$

For unit powers the integral can be done from an antiderivative:

$$
\frac{d}{dx}\left(\frac{x}{BD}\right)
=\frac{D-x(A-B)}{BD^2}
=\frac{B}{BD^2}
=\frac1{D^2}.
$$

At $x=1$ we have $D=A$, and the lower limit contributes zero. Therefore

$$
\int_0^1\frac{dx}{[xA+(1-x)B]^2}=\frac1{AB},
\tag{5}
$$

as (1) requires with prefactor $\Gamma(2)=1$.

For general powers and $A,B>0$, introduce $t=xA/D$. It runs from zero to one, and

$$
1-t=\frac{(1-x)B}{D},\qquad
\frac{dt}{dx}=\frac{A[D-x(A-B)]}{D^2}=\frac{AB}{D^2}.
$$

Substituting $x=tD/A$, $1-x=(1-t)D/B$ and $dx=D^2dt/(AB)$ gives

$$
\frac{x^{a-1}(1-x)^{b-1}}{D^{a+b}}\,dx
=\frac{t^{a-1}(1-t)^{b-1}}{A^aB^b}\,dt .
$$

The powers of $D$ cancel because $(a-1)+(b-1)+2-(a+b)=0$. Thus

$$
\int_0^1dx\,\frac{x^{a-1}(1-x)^{b-1}}{D^{a+b}}
=\frac{\mathrm B(a,b)}{A^aB^b},
\tag{6}
$$

$$
\mathrm B(a,b)=\int_0^1dt\,t^{a-1}(1-t)^{b-1}.
$$

The dependence on $A$ and $B$ has been confirmed without Schwinger parameters. It remains to check the coefficient. For positive integers with $b\ge2$, integration by parts gives

$$
\mathrm B(a,b)=\frac{b-1}{a}\,\mathrm B(a+1,b-1),
$$

since the boundary term vanishes. After $b-1$ such steps the remaining integral is $\int_0^1dt\,t^{a+b-2}=1/(a+b-1)$, and

$$
\mathrm B(a,b)=\frac{(a-1)!\,(b-1)!}{(a+b-1)!}
=\frac{\Gamma(a)\Gamma(b)}{\Gamma(a+b)}.
\tag{7}
$$

This cancels the prefactor in (1). For non-integer powers, the Gamma-function form of (7) follows from (1) with $A=B=1$, so there the coefficient is not an independent analytic check.

## 6. Check with three denominators

Let the denominators be $A,B,C>0$ with unit powers, and let $x,y$ multiply $A,B$. The prefactor is $\Gamma(3)=2$, so the integral to be checked is

$$
I=2\int_0^1dx\int_0^{1-x}
\frac{dy}{[xA+yB+(1-x-y)C]^3}.
$$

The bracket has $y$-derivative $B-C$. For $B\ne C$, an antiderivative of $2/[\cdots]^3$ is therefore $-1/\{(B-C)[\cdots]^2\}$. At $y=1-x$ the bracket is $xA+(1-x)B$, and at $y=0$ it is $xA+(1-x)C$. Hence

$$
I=\frac1{B-C}\int_0^1dx
\left\{\frac1{[xA+(1-x)C]^2}
-\frac1{[xA+(1-x)B]^2}\right\}.
$$

Equation (5) evaluates both terms:

$$
I=\frac1{B-C}\left(\frac1{AC}-\frac1{AB}\right)
=\frac1{B-C}\,\frac{B-C}{ABC}
=\frac1{ABC}.
\tag{8}
$$

The case $B=C$ follows by continuity.

For general powers, parametrize the simplex by

$$
x_1=1-u,\qquad x_2=uv,\qquad x_3=u(1-v),
$$

with $u,v$ between zero and one. Since $x_1$ does not depend on $v$, the Jacobian has magnitude $|(-1)\,u|=u$. The factors $x_2^{\nu_2-1}x_3^{\nu_3-1}$ supply $u^{\nu_2+\nu_3-2}$, and the Jacobian raises this to $u^{\nu_2+\nu_3-1}$. The combined denominator becomes

$$
D=(1-u)A_1+uM,\qquad M=vA_2+(1-v)A_3 .
$$

The $u$ integral has the form (6), with powers $\nu_1$ and $\nu_2+\nu_3$. It gives $\mathrm B(\nu_1,\nu_2+\nu_3)/(A_1^{\nu_1}M^{\nu_2+\nu_3})$. The $v$ integral again has the form (6) and gives $\mathrm B(\nu_2,\nu_3)/(A_2^{\nu_2}A_3^{\nu_3})$. The coefficients multiply to

$$
\frac{\Gamma(\nu_1)\Gamma(\nu_2+\nu_3)}{\Gamma(\nu)}
\,\frac{\Gamma(\nu_2)\Gamma(\nu_3)}{\Gamma(\nu_2+\nu_3)}
=\frac{\Gamma(\nu_1)\Gamma(\nu_2)\Gamma(\nu_3)}{\Gamma(\nu)},
$$

which the prefactor in (1) cancels.

## 7. Three propagators in numbers

Return to the three Euclidean denominators, with momenta in units of $m$:

$$
k=(1,0,0,0),\qquad p=(1,1,1,1),\qquad q=(0,1,1,0).
$$

In units of $m^2$,

$$
\begin{aligned}
A_1&=(k+p)^2+m^2=(4+1+1+1)+1=8,\\
A_2&=(k+q)^2+m^2=(1+1+1)+1=4,\\
A_3&=k^2+m^2=1+1=2.
\end{aligned}
$$

For $A_1$ and $A_3$ with unit powers, the parameter integral is $0.0625\,m^{-4}$, equal to $1/(8\times2)$. If $A_1$ is squared, the prefactor is $\Gamma(3)/[\Gamma(2)\Gamma(1)]=2$ and the bare integral is $0.00390625\,m^{-6}$. Their product is $0.0078125\,m^{-6}$, equal to $1/(8^2\times2)$.

For all three denominators with unit powers, the bare integral is $0.0078125\,m^{-6}$ and the prefactor is $2$. The result, $0.015625\,m^{-6}$, equals $1/(8\times4\times2)$. The reduction (8) gives the same value:

$$
\frac{0.0625-0.03125}{4-2}\,m^{-6}=0.015625\,m^{-6}.
$$

With powers $(1/2,1,3/2)$, use $\Gamma(1/2)=\sqrt\pi$ and $\Gamma(3/2)=\sqrt\pi/2$. The prefactor is $2/(\pi/2)=4/\pi=1.27324$. Multiplying it by the bare integral $0.0245437\,m^{-6}$ gives $0.03125\,m^{-6}$. The direct product is $1/(8^{1/2}\times4\times2^{3/2})=1/32$ in the same unit.

## 8. The shifted loop momentum

For these propagators, $\sum_i x_i=1$ gives

$$
D=k^2+2k\cdot r+x_1p^2+x_2q^2+m^2,
\qquad r=x_1p+x_2q .
$$

Adding and subtracting $r^2$ completes the square:

$$
D=(k+r)^2+\Delta,\qquad
\Delta=m^2+x_1p^2+x_2q^2-r^2 .
\tag{9}
$$

At $x_1=x_2=0.25$, the shifted square is $2.125\,m^2$ and $\Delta=1.875\,m^2$. Their sum is $4\,m^2$, which agrees with the weighted average $0.25\times8+0.25\times4+0.5\times2=4$.

The Euclidean $\Delta$ cannot fall below $m^2$, because

$$
x_1p^2+x_2q^2-r^2
=x_1(p-r)^2+x_2(q-r)^2+x_3r^2\ge0 .
$$

To verify the equality, expand the right side. The squares of $r$ add to $r^2$, and the cross terms add to $-2r\cdot(x_1p+x_2q)=-2r^2$.

In a convergent loop integral one may now use $\ell=k+r$ as the integration variable, and the denominator depends on $\ell^2$ alone. Any numerator must be rewritten with $k=\ell-r$. If the loop integral diverges, it must be regulated before the integrations are exchanged or the momentum is shifted. Formula (1) is an identity at fixed $k$ and does not supply a regulator.

## 9. Numerical evaluation

When $0<\operatorname{Re}\nu_i<1$, the integrand is singular but integrable at $x_i=0$. For two denominators the substitution

$$
x=\frac1{1+e^{-w}},\qquad 1-x=\frac1{1+e^w},\qquad
dx=x(1-x)\,dw
$$

turns the weight $x^{a-1}(1-x)^{b-1}dx$ into $x^a(1-x)^b\,dw$, which decays as $e^{-|w|\operatorname{Re}a}$ for $w\to-\infty$ and as $e^{-w\operatorname{Re}b}$ for $w\to+\infty$. Cutting the range at $|w|=W$ leaves a relative error of about $e^{-W\operatorname{Re}a}$ or $e^{-W\operatorname{Re}b}$, so small powers need a long range: for $b=0.02$, $W=70$ misses about a quarter of the integral. Computing $1-x$ from its own expression avoids cancellation near $x=1$. The nested variables $u,v$ of Section 6 extend the method to three denominators, and further nesting extends it to more.

With a small $\epsilon$, the grid must resolve the region where $\operatorname{Re}D$ passes through zero. For two denominators with the same $+i\epsilon$, its width in $x$ is of order $\epsilon/|\operatorname{Re}(A_1-A_2)|$, the distance over which $\operatorname{Re}D$ changes by $\epsilon$.

A power $\nu_i=0$ should be handled by removing that denominator before (1) is applied, since $\Gamma(\nu_i)$ and the integral over $x_i^{\nu_i-1}$ both diverge. Negative integer powers are numerators and lie outside the convergent representation used here.

The numerical check evaluates the simplex integrals by this substitution and compares them with direct products, including a case with four denominators and one with a complex power.

## Computed results

```
Example: momenta in units of m, denominators in units of m^2
k = [1. 0. 0. 0.]  p = [1. 1. 1. 1.]  q = [0. 1. 1. 0.]
A1=(k+p)^2+m^2: 8.000000 m^2
A2=(k+q)^2+m^2: 4.000000 m^2
A3=k^2+m^2:     2.000000 m^2
two, A1 A3; powers (1.0, 1.0)
  Gamma prefactor (dimensionless): 1.00000000
  bare simplex integral: 0.0625000000 m^-4
  prefactor * integral:  0.0625000000 m^-4
  direct product:        0.0625000000 m^-4
two, A1 A3; powers (2.0, 1.0)
  Gamma prefactor (dimensionless): 2.00000000
  bare simplex integral: 0.0039062500 m^-6
  prefactor * integral:  0.0078125000 m^-6
  direct product:        0.0078125000 m^-6
three, A1 A2 A3; powers (1.0, 1.0, 1.0)
  Gamma prefactor (dimensionless): 2.00000000
  bare simplex integral: 0.0078125000 m^-6
  prefactor * integral:  0.0156250000 m^-6
  direct product:        0.0156250000 m^-6
three, A1 A2 A3; powers (0.5, 1.0, 1.5)
  Gamma prefactor (dimensionless): 1.27323954
  bare simplex integral: 0.0245436926 m^-6
  prefactor * integral:  0.0312500000 m^-6
  direct product:        0.0312500000 m^-6
Three unit powers, reduction to two denominators:
  1/(A1 A3) = 0.06250000 m^-4
  1/(A1 A2) = 0.03125000 m^-4
  A2-A3 = 2.000000 m^2
  difference/(A2-A3) = 0.0156250000 m^-6
Shifted square at x1=0.25, x2=0.25:
  (k+x1 p+x2 q)^2 = 2.125000 m^2
  Delta = 1.875000 m^2; D = 4.000000 m^2
Further tests, dimensionless:
Schwinger, A=2+3i, power 1.5: 0.01408866-0.14538271j
  direct power: 0.01408866-0.14538271j
four: A=(1.0, 2.0, 3.0, 5.0), powers=(0.7, 1.3, 2.0, 1.1)
  formula 0.0076833655; direct 0.0076833655
complex power: A=(2, 5), powers=((0.8+0.3j), 1.5)
  formula 0.05026468-0.01060555j; direct 0.05026468-0.01060555j
+i epsilon: A=((-1+0.2j), (3+0.2j)), powers=(1.0, 1.5)
  formula -0.18719215-0.01831747j; direct -0.18719215-0.01831747j
left half-plane: moduli 1, 2; arguments +/-2.5 rad
  powers (0.5, 0.5); formula real part -0.70710678
  continuous-branch product, real part -0.70710678
  principal-branch product, real part 0.70710678
```
